# The Keldysh equation with its initial-condition term and bound states: verification in Python

```python
# Result under test: for a central region C joined at t=0 to leads,
#   G< = GR S< GA + (1 + GR SR) G0< (1 + SA GA),
# the last term being i u(t) rho0 u(t')^dagger with u(t) = [exp(-iHt)]_CC.
# For infinite leads that term survives at long times only via bound states.
# G0: Green function of isolated C; S: lead self-energy; R, A, <: retarded,
# advanced, lesser; rho0: initial density matrix of C; H: one-particle matrix.
# Chain model: level energy "level", coupling V, chain hopping J.
# Units: J = hbar = 1 (energies in J, times in hbar/J).
import numpy as np
from scipy.linalg import eigh, eigvalsh, solve
from scipy.special import expit


def chain(sites, onsite=0.0):
    return (np.diag(np.full(sites, onsite)) + np.diag(np.ones(sites - 1), 1)
            + np.diag(np.ones(sites - 1), -1))


def propagator(h, times):
    e, q = eigh(h)
    phases = np.exp(-1j * np.outer(times, e))
    return np.einsum('ak,tk,bk->tab', q, phases, q, optimize=True)


# ---------- Part 1: Keldysh equation on a two-time grid ----------
def keldysh_errors(steps, t_max=4.0):
    m = 12
    hc = np.array([[0.3, 0.5], [0.5, -0.4]])
    hl = np.zeros((2 * m, 2 * m))
    hl[:m, :m] = chain(m, 0.2)
    hl[m:, m:] = chain(m, -0.1)
    v = np.zeros((2, 2 * m))
    v[0, 0], v[1, m] = 0.9, 0.7
    h = np.block([[hc, v], [v.T, hl]])
    rho0 = np.array([[0.7, 0.2 + 0.1j], [0.2 - 0.1j, 0.4]])
    rho_l = np.zeros((2 * m, 2 * m))
    for part, mu in ((slice(0, m), 1.0), (slice(m, 2 * m), -1.0)):
        e, q = eigh(hl[part, part])
        rho_l[part, part] = (q * expit(-(e - mu) / 0.2)) @ q.T
    times = np.linspace(0.0, t_max, steps + 1)
    dt = times[1]
    # rows of these matrices run over (time, central orbital)
    full = propagator(h, times)[:, :2, :].reshape(-1, 2 + 2 * m)
    free = propagator(hc, times).reshape(-1, 2)
    lead = (v @ propagator(hl, times)).reshape(-1, 2 * m)
    # half weight at equal times makes matrix products trapezoidal integrals
    theta = np.kron(np.tril(np.ones((steps + 1, steps + 1)), -1)
                    + 0.5 * np.eye(steps + 1), np.ones((2, 2)))
    g0r = -1j * theta * (free @ free.conj().T)
    sr = -1j * theta * (lead @ lead.conj().T)
    g0l = 1j * free @ rho0 @ free.conj().T
    sl = 1j * lead @ rho_l @ lead.conj().T
    w = np.full(steps + 1, dt)
    w[0] = dt / 2
    w = np.repeat(w, 2)
    gr = solve(np.eye(len(w)) - dt**2 * g0r @ sr, g0r)
    ga = gr.conj().T
    k = dt * gr @ sr
    lead_term = (gr * w) @ sl @ (w[:, None] * ga)
    half = g0l + (k * w) @ g0l
    initial_term = half + (half * w) @ k.conj().T
    # exact evolution of the complete system
    gr_exact = -1j * theta * (full @ full.conj().T)
    init_exact = 1j * full[:, :2] @ rho0 @ full[:, :2].conj().T
    lead_exact = 1j * full[:, 2:] @ rho_l @ full[:, 2:].conj().T
    gl = init_exact + lead_exact
    langreth = (g0l + ((dt * g0r @ sr) * w) @ gl
                + (g0r * w) @ sl @ (w[:, None] * ga)
                + (g0l * w) @ k.conj().T)
    s = slice(2 * (steps // 4), None)
    pairs = ((gr, gr_exact), (langreth, gl), (lead_term, lead_exact),
             (initial_term, init_exact))
    return np.array([np.max(np.abs((a - b)[s, s])) for a, b in pairs])


coarse, fine = keldysh_errors(200), keldysh_errors(400)
ratios = coarse / fine
print("KELDYSH EQUATION, two orbitals, two leads, times to 4 hbar/J")
for name, err, ratio in zip(("retarded Dyson", "lesser Dyson",
                             "lead term", "initial term"), fine, ratios):
    print(f"{name}: max error {err:.2e}, step-halving ratio {ratio:.2f}")
# second-order quadrature: errors must be small and fall fourfold
assert np.all(fine < 1e-3)
assert np.all((ratios > 3.4) & (ratios < 4.6))

# ---------- Part 2: long times, one level on a long chain ----------
SITES, TEMP, MU = 600, 0.1, 0.0
chain_e, chain_q = eigh(chain(SITES))
chain_f = expit(-(chain_e - MU) / TEMP)


def joined(levels, couplings, sites=SITES):
    n = len(levels)
    h = np.zeros((n + sites, n + sites))
    h[:n, :n] = np.diag(levels)
    h[n:, n:] = chain(sites)
    h[:n, n] = h[n, :n] = couplings
    return h


def amplitudes(e, q, times):
    return (np.exp(-1j * np.outer(times, e)) * q[0]) @ q.T


def bound_states(level, v):
    # outside the band write energy = x + 1/x with |x| < 1
    x = np.roots([1 - v**2, -level, 1.0])
    x = np.sort(x[(np.abs(x.imag) < 1e-12) & (np.abs(x) < 1)].real)
    energy = x + 1 / x
    weight = 1 / (1 + v**2 * x**2 / (1 - x**2))
    order = np.argsort(energy)
    return energy[order], weight[order]


M = 3000
angle = np.pi * np.arange(1, M) / M
omega = 2 * np.cos(angle)
domega = 2 * np.sin(angle) * np.pi / M
fermi = expit(-(omega - MU) / TEMP)
late = np.linspace(300.0, 400.0, 401)
table = np.array([2.0, 5.0, 20.0, 100.0])

print("LEVEL ON A CHAIN: energies in J, times in hbar/J")
print(f"chain sites {SITES}, k_B T = {TEMP} J, mu = {MU} J")
print(f"late window: {late[0]:.0f} to {late[-1]:.0f} hbar/J")
for label, level, v in (("A", 0.5, 0.8), ("B", 1.8, 0.8), ("C", 0.2, 1.8)):
    e, q = eigh(joined([level], [v]))
    eb, zb = bound_states(level, v)
    outside = np.abs(e) > 2 + 1e-9
    assert outside.sum() == len(eb)
    assert np.allclose(e[outside], eb, atol=1e-8)
    assert np.allclose(q[0, outside]**2, zb, atol=1e-8)
    amp = amplitudes(e, q, late)
    u = amp[:, 0]
    n_lead = np.abs(amp[:, 1:] @ chain_q)**2 @ chain_f
    # infinite-chain formulas
    gamma = 2 * v**2 * np.sin(angle)
    g = 1 / (omega - level - v**2 * np.exp(-1j * angle))
    spectral = gamma * np.abs(g)**2 * domega / (2 * np.pi)
    assert abs(spectral.sum() + zb.sum() - 1) < 1e-9
    phases = np.exp(-1j * np.outer(late, eb))
    u_bound = phases @ zb
    u_formula = u_bound + np.exp(-1j * np.outer(late, omega)) @ spectral
    assert np.max(np.abs(u - u_formula)) < 1e-8
    stationary = np.sum(fermi * spectral)
    pole = zb[:, None] / (omega[None, :] - eb[:, None])
    memory = np.abs(phases @ pole)**2 @ (fermi * gamma * domega) / (2 * np.pi)
    dev_init = np.max(np.abs(np.abs(u)**2 - np.abs(u_bound)**2))
    dev_lead = np.max(np.abs(n_lead - stationary - memory))
    # remaining deviation: band-edge tails of order t^(-3/2)
    assert dev_init < 2e-3 and dev_lead < 2e-3
    print(f"CASE {label}: level = {level} J, V = {v} J, bound: {len(eb)}")
    for energy, weight in zip(eb, zb):
        print(f" bound energy {energy:.4f} J, weight Z = {weight:.4f}")
    early = np.abs(amplitudes(e, q, table)[:, 0])**2
    print(" |u|^2 at t=2,5,20,100: " + ", ".join(f"{p:.3e}" for p in early))
    p = np.abs(u)**2
    print(f" late |u|^2: min {p.min():.3e}, max {p.max():.3e}")
    print(f" stationary formula alone: n = {stationary:.4f}")
    print(f" late lead term, mean: {n_lead.mean():.4f}")
    print(f" its bound-state memory, mean: {memory.mean():.4f}")
    print(f" late mean n: start empty {n_lead.mean():.4f},"
          f" start full {(n_lead + p).mean():.4f}")
    print(f" max deviation: initial {dev_init:.1e}, lead {dev_lead:.1e}")
    if label == "A":
        d_top, d_bottom = 2 - level - v**2, -2 - level + v**2
        tail = v**2 / (2 * np.sqrt(np.pi)) * late**-1.5 * (
            np.exp(-2j * late + 0.75j * np.pi) / d_top**2
            + np.exp(2j * late - 0.75j * np.pi) / d_bottom**2)
        tail_error = np.max(np.abs(u - tail)) / np.max(np.abs(tail))
        print(f" t^(-3/2) tail formula, relative error: {tail_error:.4f}")
        assert tail_error < 0.03
        again = np.linspace(600.0, 680.0, 401)
        revival = np.max(np.abs(amplitudes(e, q, again)[:, 0])**2)
        print(f" finite-chain revival, t=600-680: |u|^2 = {revival:.2e}")
        assert revival > 100 * p.max()
    if label == "C":
        overlap = np.sum(fermi * gamma * domega
                         / ((omega - eb[0]) * (omega - eb[1]))) / (2 * np.pi)
        print(f" oscillation period {2*np.pi/(eb[1]-eb[0]):.4f} hbar/J")
        for n0 in (0, 1):
            n = n_lead + n0 * p
            seen = (n.max() - n.min()) / 2
            formula = 2 * zb[0] * zb[1] * abs(n0 + overlap)
            print(f" amplitude of n, n0={n0}: exact {seen:.4f},"
                  f" formula {formula:.4f}")
            assert abs(seen - formula) < 3e-3

# ---------- Part 3: threshold rule and a bound state inside the band ----------
checked = 0
for v in (0.5, 0.8, 1.2, 1.8):
    for level in np.linspace(-2.5, 2.5, 11):
        e = eigvalsh(joined([level], [v], 200))
        assert np.sum(e > 2 + 1e-9) == int(level + v**2 > 2)
        assert np.sum(e < -2 - 1e-9) == int(-level + v**2 > 2)
        checked += 1
print(f"threshold rule confirmed for {checked} parameter pairs")

# two equal levels on one chain end: their odd combination is decoupled
e, q = eigh(joined([0.5, 0.5], [0.6, 0.6]))
assert np.all(np.abs(e) < 2)
p = np.abs(amplitudes(e, q, late)[:, 0])**2
odd = np.array([1.0, -1.0]) / np.sqrt(2)
limit = (odd[0] * odd[0])**2
print("BOUND STATE IN BAND: two levels 0.5 J, couplings 0.6 J")
print(f" late occupation of first level from itself: {p.mean():.4f}")
print(f" bound-state formula: {limit:.4f}")
assert np.max(np.abs(p - limit)) < 1e-3

print("success")
```

Running it gives:

```
KELDYSH EQUATION, two orbitals, two leads, times to 4 hbar/J
retarded Dyson: max error 2.02e-05, step-halving ratio 4.00
lesser Dyson: max error 2.62e-05, step-halving ratio 4.00
lead term: max error 2.52e-05, step-halving ratio 4.00
initial term: max error 6.11e-06, step-halving ratio 4.00
LEVEL ON A CHAIN: energies in J, times in hbar/J
chain sites 600, k_B T = 0.1 J, mu = 0.0 J
late window: 300 to 400 hbar/J
CASE A: level = 0.5 J, V = 0.8 J, bound: 0
 |u|^2 at t=2,5,20,100: 1.030e-01, 6.862e-05, 1.086e-05, 8.370e-08
 late |u|^2: min 5.928e-10, max 3.194e-09
 stationary formula alone: n = 0.2496
 late lead term, mean: 0.2496
 its bound-state memory, mean: 0.0000
 late mean n: start empty 0.2496, start full 0.2496
 max deviation: initial 3.2e-09, lead 5.8e-10
 t^(-3/2) tail formula, relative error: 0.0041
 finite-chain revival, t=600-680: |u|^2 = 6.10e-02
CASE B: level = 1.8 J, V = 0.8 J, bound: 1
 bound energy 2.2074 J, weight Z = 0.6963
 |u|^2 at t=2,5,20,100: 4.929e-01, 4.303e-01, 4.982e-01, 4.842e-01
 late |u|^2: min 4.846e-01, max 4.851e-01
 stationary formula alone: n = 0.0571
 late lead term, mean: 0.0756
 its bound-state memory, mean: 0.0185
 late mean n: start empty 0.0756, start full 0.5605
 max deviation: initial 2.4e-04, lead 1.4e-05
CASE C: level = 0.2 J, V = 1.8 J, bound: 2
 bound energy -2.1143 J, weight Z = 0.2286
 bound energy 2.2250 J, weight Z = 0.3250
 |u|^2 at t=2,5,20,100: 1.065e-01, 2.095e-02, 2.191e-01, 2.964e-01
 late |u|^2: min 9.274e-03, max 3.065e-01
 stationary formula alone: n = 0.2358
 late lead term, mean: 0.4214
 its bound-state memory, mean: 0.1856
 late mean n: start empty 0.4214, start full 0.5794
 max deviation: initial 2.1e-04, lead 1.3e-04
 oscillation period 1.4480 hbar/J
 amplitude of n, n0=0: exact 0.0785, formula 0.0785
 amplitude of n, n0=1: exact 0.0702, formula 0.0701
threshold rule confirmed for 44 parameter pairs
BOUND STATE IN BAND: two levels 0.5 J, couplings 0.6 J
 late occupation of first level from itself: 0.2500
 bound-state formula: 0.2500
success
```
